# Umklapp Images of the Fermi Sphere and the Lock-Crisp-West Theorem: a program that tests the result

```python
"""
Umklapp images in the momentum density of a nearly free electron metal, and
the Lock-Crisp-West (LCW) folding theorem. Hartree atomic units, one spin.

Second-order result under test (E_p = p^2/2, f_p = 1 inside the Fermi sphere):
  n(p) = f_p + sum_G |V_G|^2/(E_p - E_{p+G})^2 * (f_{p+G} - f_p)
LCW theorem under test, for any strength of the periodic potential:
  sum_G n(k+G) = number of occupied bands at k
n(p): occupation of plane wave p;  V_G: Fourier coefficient of the potential;
G: reciprocal lattice vector;  kF: free-electron Fermi radius.
Three-dimensional tests use a monovalent bcc model; the theorem itself is
tested on a ring of cells diagonalized in real space.
"""
import itertools
import numpy as np
from scipy.linalg import circulant
from scipy.constants import physical_constants

hartree_ev = physical_constants["Hartree energy in eV"][0]

# ---------------------------------------------------------------- bcc model
a = 8.0
V110, V200 = 0.004, 0.006
kF = (3 * np.pi**2 * 2 / a**3) ** (1 / 3)
hkl = np.array([h for h in itertools.product(range(-2, 3), repeat=3)
                if sum(h) % 2 == 0 and np.dot(h, h) <= 8])
Gvec = 2 * np.pi / a * hkl
norm2 = (hkl**2).sum(axis=1)
difference2 = ((hkl[:, None] - hkl[None])**2).sum(axis=2)
potential_matrix = V110 * (difference2 == 2) + V200 * (difference2 == 4)
active = (norm2 == 2) | (norm2 == 4)
G_active = Gvec[active]
V_active = np.where(norm2[active] == 2, V110, V200)
G110, G200 = 2 * np.pi / a * np.sqrt(2), 4 * np.pi / a
index0 = int(np.where(norm2 == 0)[0][0])


def index_of(vector):
    return int(np.where((hkl == np.array(vector)).all(axis=1))[0][0])


def lowest_band(k_points, scale=1.0):
    """Energy and plane-wave weights of the lowest band, by diagonalization."""
    k_points = np.atleast_2d(k_points)
    kinetic = 0.5 * ((k_points[:, None] + Gvec[None])**2).sum(axis=2)
    H = np.repeat((scale * potential_matrix)[None], len(k_points), axis=0)
    diagonal = np.arange(len(Gvec))
    H[:, diagonal, diagonal] += kinetic
    energy, vectors = np.linalg.eigh(H)
    return energy[:, 0], vectors[:, :, 0]**2


def occupied(p):
    return 1.0 if np.linalg.norm(p) < kF else 0.0


def density_second_order(p, scale=1.0):
    total = occupied(p)
    for G, V in zip(G_active, V_active):
        change = occupied(p + G) - occupied(p)
        if change != 0:
            gap = 0.5 * (p @ p - (p + G) @ (p + G))
            total += change * (scale * V / gap)**2
    return total


def image_weight(V, G):
    b = G / 2
    return (3 * V**2 / (4 * kF**3 * G**2)
            * (2 * b * np.log((b + kF) / (b - kF)) - 4 * kF))


unit110 = np.array([1, 1, 0]) / np.sqrt(2)
assert kF < G110 / 2

# Pointwise density: the error of the second-order formula must be third order
k_test = 0.95 * kF * unit110
near = index_of((-1, -1, 0))
for index in (index0, near):
    errors = []
    for scale in (0.1, 0.05):
        weight = lowest_band(k_test, scale)[1][0, index]
        errors.append(weight - density_second_order(k_test + Gvec[index], scale))
    assert 7.4 < errors[0] / errors[1] < 8.6, errors

# Fold of the second-order density, inside and outside the Fermi sphere
fold_inside = sum(density_second_order(k_test + G) for G in Gvec)
fold_outside = sum(density_second_order(1.05 * kF * unit110 + G) for G in Gvec)
assert abs(fold_inside - 1) < 1e-12 and abs(fold_outside) < 1e-12

# Integrated image weights from quadrature of diagonalized states
nodes, node_weights = np.polynomial.legendre.leggauss(10)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2
cosine, azimuth = np.meshgrid(nodes, nodes * np.pi / 2, indexing="ij")
sine = np.sqrt(1 - cosine**2)
directions = np.stack([sine * np.cos(azimuth), sine * np.sin(azimuth), cosine],
                      axis=2).reshape(-1, 3)
angle_weights = np.outer(node_weights, node_weights).ravel()


def shell_weights(scale):
    result = np.zeros(2)
    for x, w in zip(nodes, node_weights):
        weights = lowest_band(kF * x * directions, scale)[1]
        for j, shell in enumerate((2, 4)):
            in_shell = weights[:, norm2 == shell].sum(axis=1)
            result[j] += 3 * x**2 * w * (angle_weights @ in_shell)
    return result


formula_shells = np.array([12 * image_weight(V110, G110),
                           6 * image_weight(V200, G200)])
small = 0.01
weak_shells = shell_weights(small) / small**2
assert np.allclose(weak_shells, formula_shells, rtol=0.01), \
    (weak_shells, formula_shells)
full_shells = shell_weights(1.0)

# Displacement of the Fermi surface at fixed electron number
special = np.array([[1, 1, 0], [1, 0, 0], [1, 1, 1]], dtype=float)
special /= np.linalg.norm(special, axis=1)[:, None]
all_directions = np.vstack([directions, special])


def fermi_surface(scale):
    """Chemical potential and radii, from band energies and volume."""
    mu, radius = kF**2 / 2, np.full(len(all_directions), kF)
    for _ in range(16):
        energy = lowest_band(radius[:, None] * all_directions, scale)[0]
        radius = radius - (energy - mu) / radius
        excess = angle_weights @ (radius[:len(directions)]**3 - kF**3)
        mu -= excess / (3 * kF)
    energy = lowest_band(radius[:, None] * all_directions, scale)[0]
    assert np.max(abs(energy - mu)) < 1e-12 and abs(excess) < 1e-12
    return mu - kF**2 / 2, radius[len(directions):] - kF


G_lengths = np.linalg.norm(G_active, axis=1)
mu_formula = -np.sum(V_active**2 / (2 * G_lengths * kF)
                     * np.log((G_lengths / 2 + kF) / (G_lengths / 2 - kF)))
energy_shift = np.array([np.sum(-V_active**2 / (kF * G_active @ u
                                + G_lengths**2 / 2)) for u in special])
radius_formula = (mu_formula - energy_shift) / kF
mu_weak, radius_weak = fermi_surface(small)
assert abs(mu_weak / small**2 / mu_formula - 1) < 0.01
assert np.max(abs(radius_weak / small**2 - radius_formula)) \
    < 0.015 * np.max(abs(radius_formula))
mu_full, radius_full = fermi_surface(1.0)
assert radius_full[0] > 0

# Two-wave weight near the Bragg plane of (110); ratio = xi/V
def two_wave(ratio):
    return 0.5 * (1 - ratio / np.sqrt(ratio**2 + 1))


def bragg_weight(ratio, scale):
    p = G110 / 2 + 2 * ratio * scale * V110 / G110
    return lowest_band(p * unit110, scale)[1][0, index0]


for ratio in (-2.0, 0.0, 1.0, 3.0):
    assert abs(bragg_weight(ratio, small) - two_wave(ratio)) < 0.005

# ------------------------------------- ring of cells, real-space diagonalization
cells, points, filled = 20, 16, 29
size, length = cells * points, cells * a
x_ring = np.arange(size) * length / size
mode = np.rint(np.fft.fftfreq(size) * size).astype(int)
mode_energy = 0.5 * (2 * np.pi * mode / length)**2
kinetic_ring = circulant(np.fft.ifft(mode_energy).real)
G1 = 2 * np.pi / a


def ring_density(potential, positron=None):
    """Momentum density of the filled orbitals, by Fourier transformation."""
    orbitals = np.linalg.eigh(kinetic_ring + np.diag(potential))[1][:, :filled]
    if positron is not None:
        orbitals = orbitals * positron[:, None]
    return (abs(np.fft.fft(orbitals, axis=0, norm="ortho"))**2).sum(axis=1)


def fold(density):
    return density.reshape(points, cells).sum(axis=0)


# Weak potential with kF > G/2: second-order formula with occupation differences
U_weak = 0.002
weak_density = ring_density(2 * U_weak * np.cos(G1 * x_ring))
free = (abs(mode) <= 14).astype(float)
predicted = free.copy()
for i, m in enumerate(mode):
    for partner in (m - cells, m + cells):
        change = float(abs(partner) <= 14) - free[i]
        if change != 0:
            gap = mode_energy[i] - 0.5 * (2 * np.pi * partner / length)**2
            predicted[i] += change * (U_weak / gap)**2
largest_change = np.max(abs(predicted - free))
assert np.max(abs(weak_density - predicted)) < 0.01 * largest_change

# Strong potential: fold against band counting from a plane-wave calculation
U = 0.1
strong_potential = 2 * U * np.cos(G1 * x_ring)
strong_density = ring_density(strong_potential)
strong_fold = fold(strong_density)
orders = np.arange(-7, 8)
coupling = U * (abs(orders[:, None] - orders[None]) == 1)
cell_x = np.arange(64) * a / 64
waves = np.exp(1j * G1 * np.outer(cell_x, orders))
bands, states = [], []
for m in range(cells):
    k = 2 * np.pi / length * ((m + cells // 2) % cells - cells // 2)
    e, c = np.linalg.eigh(np.diag(0.5 * (k + G1 * orders)**2) + coupling)
    bands.append(e)
    states.append(abs(waves @ c)**2)
bands = np.array(bands)
levels = np.sort(bands.ravel())
fermi_level = 0.5 * (levels[filled - 1] + levels[filled])
band_count = (bands < fermi_level).sum(axis=1)
assert set(band_count) == {1, 2}
fold_error = np.max(abs(strong_fold - band_count))
assert fold_error < 1e-9

# Positron weighting: fold becomes a cell average of the density product
positron_ring = np.linalg.eigh(kinetic_ring - np.diag(strong_potential))[1][:, 0]
positron_ring = positron_ring * np.sqrt(size)
positron_fold = fold(ring_density(strong_potential, positron_ring))
ground = np.linalg.eigh(np.diag(0.5 * (G1 * orders)**2) - coupling)[1][:, 0]
positron_cell = abs(waves @ ground)**2
overlap = np.array([sum(np.mean(positron_cell * states[m][:, n])
                        for n in range(band_count[m])) for m in range(cells)])
assert np.max(abs(positron_fold - overlap)) < 1e-5
one_band = band_count == 1
positron_spread = np.ptp(positron_fold[one_band])
assert positron_spread > 0.01

# Broken periodicity: one impurity must spoil the integer fold
impurity = -0.3 * np.exp(-((x_ring - length / 2) / 2)**2)
impurity_fold = fold(ring_density(strong_potential + impurity))
impurity_error = np.max(abs(impurity_fold - np.rint(impurity_fold)))
assert impurity_error > 0.01

# ------------------------------------------------------------------- output
print("BCC MODEL (diag = 55 plane waves, 2nd = second-order formula)")
print(f"lattice constant a = {a:.1f} bohr")
print(f"V110 = {V110:.3f} hartree = {V110 * hartree_ev:.4f} eV")
print(f"V200 = {V200:.3f} hartree = {V200 * hartree_ev:.4f} eV")
print(f"kF = {kF:.5f} 1/bohr")
print(f"G110 = {G110:.5f}, G200 = {G200:.5f} 1/bohr")
print(f"kF/(G110/2) = {2 * kF / G110:.4f}, kF/(G200/2) = {2 * kF / G200:.4f}")
print("Image centred on G110: density on the line through the origin")
image_index = index_of((1, 1, 0))
for name, s in (("near edge", -1), ("centre", 0), ("far edge", 1)):
    k = s * kF
    gap = G110 * k + G110**2 / 2
    diag = lowest_band(k * unit110)[1][0, image_index]
    print(f"  {name}: p = {G110 + k:.5f} 1/bohr, denominator = {gap:.5f} hartree,"
          f" 2nd = {(V110 / gap)**2:.4e}, diag = {diag:.4e}")
print("Integrated weight per electron (diag: over the free Fermi sphere)")
print(f"  one 110 image, 2nd = {formula_shells[0] / 12:.4e}")
print(f"  one 200 image, 2nd = {formula_shells[1] / 6:.4e}")
print(f"  12 images 110: 2nd = {formula_shells[0]:.4e}, diag = {full_shells[0]:.4e}")
print(f"  6 images 200: 2nd = {formula_shells[1]:.4e}, diag = {full_shells[1]:.4e}")
print(f"  all images: 2nd = {formula_shells.sum():.4e},"
      f" diag (these 18) = {full_shells.sum():.4e}")
primary = density_second_order(k_test)
primary_diag = lowest_band(k_test)[1][0, index0]
print("Fold at k = 0.95 kF along 110")
print(f"  primary: 2nd = {primary:.6f}, diag = {primary_diag:.6f}")
print(f"  nearest image: 2nd = {density_second_order(k_test + Gvec[near]):.6f},"
      f" diag = {lowest_band(k_test)[1][0, near]:.6f}")
print(f"  sum of images, 2nd = {fold_inside - primary:.6f}")
print(f"  folded total, 2nd = {fold_inside:.6f}")
print(f"  folded total at 1.05 kF, 2nd = {fold_outside:.6f}")
print("Fermi surface at fixed electron number")
print(f"  shift of mu: 2nd = {mu_formula:.4e}, diag = {mu_full:.4e} hartree")
for name, f2, fd in zip(("110", "100", "111"), radius_formula, radius_full):
    print(f"  radius shift along {name}: 2nd = {f2:.4e}, diag = {fd:.4e} 1/bohr")
print("Lower-band weight near the 110 Bragg plane")
for ratio in (0.0, 1.0, 3.0):
    print(f"  xi/V = {ratio:.0f}: two-wave = {two_wave(ratio):.4f},"
          f" diag = {bragg_weight(ratio, 1.0):.4f},"
          f" second-order form = "
          + (f"{1 / (4 * ratio**2):.4f}" if ratio else "divergent"))
print(f"RING: {cells} cells of {a:.0f} bohr, {filled} filled orbitals, one spin")
print(f"weak U = {U_weak:.3f} hartree: largest change of n = {largest_change:.3e},"
      f" formula error = {np.max(abs(weak_density - predicted)):.1e}")
print(f"strong U = {U:.1f} hartree, potential 2U cos(Gx)")
for m in (2, 8):
    print(f"  k = {m}/20 G: n(k) = {strong_density[m]:.5f},"
          f" n(k-G) = {strong_density[m - cells]:.5f},"
          f" n(k+G) = {strong_density[m + cells]:.5f},"
          f" fold = {strong_fold[m]:.5f}, bands = {band_count[m]}")
print(f"largest deviation of fold from band count = {fold_error:.1e}")
print(f"positron-weighted fold, one-band region: min = "
      f"{positron_fold[one_band].min():.4f}, max = {positron_fold[one_band].max():.4f}")
print(f"with one impurity: largest distance of fold from an integer = "
      f"{impurity_error:.4f}")
print("success")
```

Output:

```
BCC MODEL (diag = 55 plane waves, 2nd = second-order formula)
lattice constant a = 8.0 bohr
V110 = 0.004 hartree = 0.1088 eV
V200 = 0.006 hartree = 0.1633 eV
kF = 0.48722 1/bohr
G110 = 1.11072, G200 = 1.57080 1/bohr
kF/(G110/2) = 0.8773, kF/(G200/2) = 0.6204
Image centred on G110: density on the line through the origin
  near edge: p = 0.62350 1/bohr, denominator = 0.07568 hartree, 2nd = 2.7934e-03, diag = 2.3521e-03
  centre: p = 1.11072 1/bohr, denominator = 0.61685 hartree, 2nd = 4.2049e-05, diag = 3.7700e-05
  far edge: p = 1.59794 1/bohr, denominator = 1.15802 hartree, 2nd = 1.1931e-05, diag = 1.0933e-05
Integrated weight per electron (diag: over the free Fermi sphere)
  one 110 image, 2nd = 9.0917e-05
  one 200 image, 2nd = 3.1276e-05
  12 images 110: 2nd = 1.0910e-03, diag = 9.3563e-04
  6 images 200: 2nd = 1.8765e-04, diag = 1.7806e-04
  all images: 2nd = 1.2787e-03, diag (these 18) = 1.1137e-03
Fold at k = 0.95 kF along 110
  primary: 2nd = 0.997600, diag = 0.997955
  nearest image: 2nd = 0.001516, diag = 0.001287
  sum of images, 2nd = 0.002400
  folded total, 2nd = 1.000000
  folded total at 1.05 kF, 2nd = 0.000000
Fermi surface at fixed electron number
  shift of mu: 2nd = -6.8870e-04, diag = -6.4204e-04 hartree
  radius shift along 110: 2nd = 9.9022e-05, diag = 8.4758e-05 1/bohr
  radius shift along 100: 2nd = -7.3960e-05, diag = -6.2668e-05 1/bohr
  radius shift along 111: 2nd = -2.5818e-05, diag = -2.2229e-05 1/bohr
Lower-band weight near the 110 Bragg plane
  xi/V = 0: two-wave = 0.5000, diag = 0.5025, second-order form = divergent
  xi/V = 1: two-wave = 0.1464, diag = 0.1320, second-order form = 0.2500
  xi/V = 3: two-wave = 0.0257, diag = 0.0219, second-order form = 0.0278
RING: 20 cells of 8 bohr, 29 filled orbitals, one spin
weak U = 0.002 hartree: largest change of n = 1.869e-04, formula error = 1.0e-07
strong U = 0.1 hartree, potential 2U cos(Gx)
  k = 2/20 G: n(k) = 0.85325, n(k-G) = 0.09756, n(k+G) = 0.04823, fold = 1.00000, bands = 1
  k = 8/20 G: n(k) = 0.96747, n(k-G) = 0.97740, n(k+G) = 0.03323, fold = 2.00000, bands = 2
largest deviation of fold from band count = 8.9e-16
positron-weighted fold, one-band region: min = 0.4843, max = 0.5327
with one impurity: largest distance of fold from an integer = 0.1765
success
```
